**Spin-orbit levels and the doublet g factor in a t2g shell**

The program tests that $H=\zeta\,\mathbf L\cdot\mathbf S$ splits one electron in a $t_{2g}$ shell into a quartet at $-\zeta/2$ and a doublet at $+\zeta$, and that the doublet has an isotropic $g$ of magnitude 2. Here $\zeta$ is the spin-orbit constant, $\Delta$ the cubic splitting, $\delta$ a tetragonal shift of the $xy$ orbital, and $\mathbf m=\mathbf L+2\mathbf S$ the operator in the Zeeman energy $\mu_B\mathbf B\cdot\mathbf m$. The matrices of $\mathbf L$ are computed by angular quadrature of the real d functions, and the program asserts that their $t_{2g}$ block equals $-\mathbf l$ for $l=1$. It also asserts the explicit Kramers pair, $\det g=-8$, the projection factors, the fourfold-rotation character, and equal Zeeman splittings along four field directions. In the full d shell it asserts that the doublet keeps its energy and its $g$, while the quartet follows a two-level formula. A Fock-space calculation for five electrons and a tetragonal case are asserted as well. For $\zeta=0.40$ eV the output shows a gap of 0.6000 eV in the $t_{2g}$ model and 0.6733 eV with $\Delta=3.0$ eV. With $\delta=0.10$ eV the $g$ values become $-1.5222$ along the axis and $2.2185$ across it.

## Verification by program

```python
"""Spin-orbit coupling in a t2g shell, H = zeta L.S, one electron.
Result under test: quartet at -zeta/2, doublet at +zeta, gap 3 zeta/2,
and an isotropic doublet g of magnitude 2 (with det g = -8).
zeta: spin-orbit constant; Delta: cubic t2g-eg splitting;
delta: tetragonal shift of xy; m = L + 2S: moment operator, so that
the Zeeman energy is +mu_B B.m; in a doublet m_i = sum_j g_ij s_j.
L is computed by angular quadrature of the real d functions.
"""
import numpy as np
from scipy import constants as const

zeta, Delta, delta, field = 0.40, 3.0, 0.10, 1.0   # eV, eV, eV, tesla
mu_B = const.physical_constants["Bohr magneton in eV/T"][0]
h_eV = const.h / const.e
g_spin = abs(const.physical_constants["electron g factor"][0])

# Real d functions f = r^T Q r in the order yz, zx, xy, x2-y2, z2
Q = np.zeros((5, 3, 3))
Q[0, 1, 2] = Q[0, 2, 1] = 0.5
Q[1, 0, 2] = Q[1, 2, 0] = 0.5
Q[2, 0, 1] = Q[2, 1, 0] = 0.5
Q[3] = np.diag([1, -1, 0])
Q[4] = np.diag([-1, -1, 2])

# Quadrature on the unit sphere, exact for the polynomials used
nodes, node_weights = np.polynomial.legendre.leggauss(6)
phis = 2 * np.pi * np.arange(12) / 12
points, weights = [], []
for u, w in zip(nodes, node_weights):
    for phi in phis:
        rho = np.sqrt(1 - u * u)
        points.append([rho * np.cos(phi), rho * np.sin(phi), u])
        weights.append(w * 2 * np.pi / 12)
points, weights = np.array(points), np.array(weights)
values = np.einsum("pi,nij,pj->np", points, Q, points)
overlap = np.einsum("p,ap,bp->ab", weights, values, values)
assert np.allclose(overlap, np.diag(np.diag(overlap)), atol=1e-12)
norms = np.sqrt(np.diag(overlap))
gradients = 2 * np.einsum("nij,pj->npi", Q, points)
L_values = -1j * np.cross(points[None, :, :], gradients)
L_d = np.einsum("p,ap,bpk->kab", weights, values, L_values)
L_d = L_d / np.outer(norms, norms)
assert np.allclose(sum(A @ A for A in L_d), 6 * np.eye(5), atol=1e-12)

# Projection on t2g compared with l = 1 acting on x, y, z
L_t = L_d[:, :3, :3]
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
l_eff = -1j * levi
assert np.allclose(L_t, -l_eff, atol=1e-12)
assert np.allclose(L_t[0] @ L_t[1] - L_t[1] @ L_t[0], -1j * L_t[2])

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])


def spin_orbital_operators(L):
    """Return L and S as matrices in the orbital (x) spin space."""
    n = L.shape[1]
    return (np.array([np.kron(A, np.eye(2)) for A in L]),
            np.array([np.kron(np.eye(n), s) for s in spin]))


def project(operators, states):
    return np.array([states.conj().T @ A @ states for A in operators])


def g_squared(m):
    """g g^T of a doublet from traces of the projected moment."""
    return 2 * np.einsum("iab,jba->ij", m, m).real


def g_determinant(m):
    return 4 * np.trace(m[0] @ m[1] @ m[2]).imag


assert np.isclose(g_determinant(2 * spin), 8)
L6, S6 = spin_orbital_operators(L_t)
m6 = L6 + 2 * S6
H6 = zeta * sum(L6[k] @ S6[k] for k in range(3))
E6, V6 = np.linalg.eigh(H6)
assert np.allclose(E6[:4], -zeta / 2) and np.allclose(E6[4:], zeta)
gap = E6[4] - E6[3]
assert np.isclose(gap, 1.5 * zeta)

# Explicit Kramers pair; spin-orbital index = 2*orbital + (0 up, 1 down)
plus = np.zeros(6, complex)
plus[4], plus[1], plus[3] = 1, 1, 1j
plus /= np.sqrt(3)
time_reversal = np.kron(np.eye(3), np.array([[0, -1], [1, 0]]))
minus = time_reversal @ plus.conj()
minus_by_hand = np.array([-1, 0, 1j, 0, 0, 1]) / np.sqrt(3)
assert np.allclose(minus, minus_by_hand)
pair = np.column_stack([plus, minus])
assert np.allclose(H6 @ pair, zeta * pair)
m_pair = project(m6, pair)
g_pair = 2 * np.einsum("iab,jba->ij", m_pair, spin).real
assert np.allclose(g_pair, np.diag([2, 2, -2]))
m_doublet = project(m6, V6[:, 4:])
assert np.allclose(g_squared(m_doublet), 4 * np.eye(3))
assert np.isclose(g_determinant(m_doublet), -8)

# Projection factors of l and s on j = l + s, and the quartet moment
factors = {}
for name, states in (("doublet", V6[:, 4:]), ("quartet", V6[:, :4])):
    l_p, s_p = project(-L6, states), project(S6, states)
    j_p = l_p + s_p
    size = np.trace(j_p[2] @ j_p[2]).real
    c_l = np.trace(l_p[2] @ j_p[2]).real / size
    c_s = np.trace(s_p[2] @ j_p[2]).real / size
    assert np.allclose(l_p, c_l * j_p) and np.allclose(s_p, c_s * j_p)
    factors[name] = (c_l, c_s)
assert np.allclose(factors["doublet"], (4 / 3, -1 / 3))
assert np.allclose(factors["quartet"], (2 / 3, 1 / 3))
quartet_moment = np.abs(project(m6, V6[:, :4])).max()
assert quartet_moment < 1e-12
m_real_spin = project(L6 + g_spin * S6, V6[:, 4:])
g_corrected = np.cbrt(g_determinant(m_real_spin))
assert np.isclose(g_corrected, -(4 + g_spin) / 3, atol=1e-10)

# Full d shell with finite cubic splitting
L10, S10 = spin_orbital_operators(L_d)
m10 = L10 + 2 * S10
SO10 = sum(L10[k] @ S10[k] for k in range(3))
cubic = np.kron(np.diag([0, 0, 0, 1, 1]), np.eye(2))
H10 = zeta * SO10 + Delta * cubic
E10, V10 = np.linalg.eigh(H10)
doublet10 = V10[:, 4:6]
assert np.allclose(E10[4:6], zeta)
assert np.allclose(cubic @ doublet10, 0, atol=1e-12)
assert np.allclose(g_squared(project(m10, doublet10)), 4 * np.eye(3))
assert np.isclose(g_determinant(project(m10, doublet10)), -8)
coupling = np.sqrt(1.5) * zeta
two_level = np.linalg.eigvalsh([[-zeta / 2, coupling], [coupling, Delta]])
assert np.allclose(E10[:4], two_level[0])
assert np.allclose(E10[6:], two_level[1])
gap_full = E10[4] - E10[3]
gap_second_order = 1.5 * zeta + 1.5 * zeta**2 / Delta
large = 1000 * zeta
E_large = np.linalg.eigvalsh(zeta * SO10 + large * cubic)
shift_ratio = (E_large[4] - E_large[3] - 1.5 * zeta) * large / zeta**2
assert abs(shift_ratio - 1.5) < 0.01   # next order is zeta/Delta = 0.001
quartet_moment_full = np.linalg.eigvalsh(
    project(m10, V10[:, :4])[2])[-1]

# Character of a fourfold rotation about z
Jz_values, Jz_vectors = np.linalg.eigh(L10[2] + S10[2])
C4 = (Jz_vectors * np.exp(-0.5j * np.pi * Jz_values)) @ Jz_vectors.conj().T
character = np.trace(doublet10.conj().T @ C4 @ doublet10)
character_spin = np.exp(-0.5j * np.pi * np.diag(spin[2])).sum()
assert np.isclose(character, -np.sqrt(2))
assert np.isclose(character_spin, np.sqrt(2))

# Zeeman splitting by diagonalization, several field directions
directions = np.array([[0, 0, 1], [1, 1, 0], [1, 1, 1], [1, -2, 3]], float)
directions /= np.linalg.norm(directions, axis=1)[:, None]
g_zeeman = []
for n in directions:
    H_field = H10 + mu_B * field * np.einsum("k,kab->ab", n, m10)
    levels = np.linalg.eigvalsh(H_field)
    g_zeeman.append((levels[5] - levels[4]) / (mu_B * field))
# third-order terms in the field are far below this tolerance
assert np.allclose(g_zeeman, 2, atol=1e-6)
zeeman_split = g_zeeman[0] * mu_B * field

# Five electrons in t2g, built with fermion operators in Fock space
annihilators = []
for p in range(6):
    A = np.eye(1)
    for q in range(6):
        factor = (np.diag([1, -1]) if q < p else
                  np.array([[0, 1], [0, 0]]) if q == p else np.eye(2))
        A = np.kron(A, factor)
    annihilators.append(A)
number = np.diag(sum(A.T @ A for A in annihilators))
five = np.where(np.isclose(number, 5))[0]


def many_electron(operator):
    total = sum(operator[a, b] * annihilators[a].T @ annihilators[b]
                for a in range(6) for b in range(6))
    return total[np.ix_(five, five)]


E_five, V_five = np.linalg.eigh(many_electron(H6))
assert np.allclose(E_five[:2], -zeta)
assert np.allclose(E_five[2:], zeta / 2)
m_five = project([many_electron(A) for A in m6], V_five[:, :2])
assert np.allclose(g_squared(m_five), 4 * np.eye(3))
assert np.isclose(g_determinant(m_five), -8)

# Tetragonal shift of xy: isotropy is lost
E_tet, V_tet = np.linalg.eigh(
    H6 + delta * np.kron(np.diag([0, 0, 1]), np.eye(2)))
m_tet = project(m6, V_tet[:, 4:])
g_tet = np.sqrt(np.diag(g_squared(m_tet)))
theta = 0.5 * np.arctan2(np.sqrt(2) * zeta, delta - zeta / 2)
a, b = np.cos(theta), np.sin(theta)
g_par = 2 * (a**2 - 2 * b**2)
g_perp = 2 * (a**2 + np.sqrt(2) * a * b)
assert np.allclose(g_tet, [abs(g_perp), abs(g_perp), abs(g_par)])
assert np.isclose(g_determinant(m_tet), g_par * g_perp**2)
assert abs(g_tet[0] - g_tet[2]) > 0.1

print(f"spin-orbit constant zeta           {zeta:.2f} eV")
print(f"cubic splitting Delta              {Delta:.2f} eV")
print(f"magnetic field B                   {field:.1f} T")
print("t2g levels (eV)                   ",
      " ".join(f"{e:.4f}" for e in E6))
print(f"t2g gap doublet - quartet          {gap:.4f} eV")
print(f"t2g gap / zeta                     {gap / zeta:.4f}")
print("diagonal of g in explicit pair    ",
      " ".join(f"{x:.4f}" for x in np.diag(g_pair)))
print(f"det g, doublet                     {g_determinant(m_doublet):.4f}")
print(f"det g, free spin                   {g_determinant(2 * spin):.4f}")
for name, (c_l, c_s) in factors.items():
    print(f"{name}: l -> c j, s -> c' j, c, c' = {c_l:.4f}, {c_s:.4f}")
print(f"free-electron spin factor g_s      {g_spin:.6f}")
print(f"doublet g with this g_s            {g_corrected:.6f}")
print(f"largest quartet element of m, t2g  {quartet_moment:.1e}")
print(f"C4 character, doublet              {character.real:.4f}")
print(f"C4 character, free spin            {character_spin.real:.4f}")
for n, g in zip(("001", "110", "111", "1 -2 3"), g_zeeman):
    print(f"|g| from Zeeman, B along [{n}]: {g:.6f}")
print(f"Zeeman splitting of doublet        {zeeman_split * 1e3:.5f} meV")
print(f"resonance frequency                "
      f"{zeeman_split / h_eV / 1e9:.3f} GHz")
print(f"full d shell: lower quartet        {E10[0]:.4f} eV")
print(f"full d shell: doublet              {E10[4]:.4f} eV")
print(f"full d shell: upper quartet        {E10[6]:.4f} eV")
print(f"full d shell: gap                  {gap_full:.4f} eV")
print(f"gap with leading correction        {gap_second_order:.4f} eV")
print(f"full gap / t2g gap                 {gap_full / gap:.4f}")
print(f"full d shell: largest m_z, quartet {quartet_moment_full:.4f}")
print(f"t2g^5: ground doublet              {E_five[0]:.4f} eV")
print(f"t2g^5: excited quartet             {E_five[2]:.4f} eV")
print(f"t2g^5: det g of ground doublet     {g_determinant(m_five):.4f}")
print(f"tetragonal shift delta of xy       {delta:.2f} eV")
print(f"tetragonal weights a^2, b^2        {a * a:.4f}, {b * b:.4f}")
print(f"tetragonal g_par, g_perp           {g_par:.4f}, {g_perp:.4f}")
print("no test failed")
```

Running it gives:

```
spin-orbit constant zeta           0.40 eV
cubic splitting Delta              3.00 eV
magnetic field B                   1.0 T
t2g levels (eV)                    -0.2000 -0.2000 -0.2000 -0.2000 0.4000 0.4000
t2g gap doublet - quartet          0.6000 eV
t2g gap / zeta                     1.5000
diagonal of g in explicit pair     2.0000 2.0000 -2.0000
det g, doublet                     -8.0000
det g, free spin                   8.0000
doublet: l -> c j, s -> c' j, c, c' = 1.3333, -0.3333
quartet: l -> c j, s -> c' j, c, c' = 0.6667, 0.3333
free-electron spin factor g_s      2.002319
doublet g with this g_s            -2.000773
largest quartet element of m, t2g  3.2e-16
C4 character, doublet              -1.4142
C4 character, free spin            1.4142
|g| from Zeeman, B along [001]: 2.000000
|g| from Zeeman, B along [110]: 2.000000
|g| from Zeeman, B along [111]: 2.000000
|g| from Zeeman, B along [1 -2 3]: 2.000000
Zeeman splitting of doublet        0.11577 meV
resonance frequency                27.992 GHz
full d shell: lower quartet        -0.2733 eV
full d shell: doublet              0.4000 eV
full d shell: upper quartet        3.0733 eV
full d shell: gap                  0.6733 eV
gap with leading correction        0.6800 eV
full gap / t2g gap                 1.1222
full d shell: largest m_z, quartet 0.4562
t2g^5: ground doublet              -0.4000 eV
t2g^5: excited quartet             0.2000 eV
t2g^5: det g of ground doublet     -8.0000
tetragonal shift delta of xy       0.10 eV
tetragonal weights a^2, b^2        0.4130, 0.5870
tetragonal g_par, g_perp           -1.5222, 2.2185
no test failed
```
